# Blackbody photoionization of Rydberg levels: scaling and maximum at 300 K: a program that tests the result

```python
"""Direct blackbody photoionization of a low-l Rydberg level in -1/r.

Result under test (atomic units, T means k_B*T, w_n = 1/(2 n^2), a = w_n/T):
  W = A/(pi^2 c^3 n^3) * [T^(2/3) J(a) + (2 kappa + eta) T Lam(a)
                          - 2 eta w_n K(a)],
  J, Lam, K = integrals of x^p/(e^x - 1) from a to infinity, p = -1/3, 0, -1.
The first term dominates and tends to a pure T n^(-7/3) law; its maximum over n
obeys (3/2) J(a) = a^(2/3)/(e^a - 1).
Independent side: exact bound functions and numerically integrated continuum
functions, dipole integrals by quadrature, then the thermal integral.
n, l: bound level; E: electron energy; w: photon energy; c: speed of light.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre, gamma, gammaln
from mpmath import zeta

HARTREE = sc.physical_constants["Hartree energy"][0]
EV = HARTREE / sc.e
ANG = sc.physical_constants["Bohr radius"][0] * 1e10
PER_SEC = HARTREE / sc.hbar
C = 1 / sc.fine_structure
T300 = 300 * sc.k / HARTREE
T77 = 77 * sc.k / HARTREE

# ---------- semiclassical formulas ----------
A = 4.5 ** (2 / 3) * gamma(5 / 3) ** 2
KAPPA = 6 ** (-1 / 3) * gamma(1 / 3) / gamma(2 / 3)
ETA = 4.5 ** (1 / 3) * gamma(7 / 3) / (5 * gamma(5 / 3))
PREF = A / (np.pi ** 2 * C ** 3)


def planck_integral(p, a):
    """Integral of x^p/(e^x-1) from a to infinity, in the variable log x."""
    f = lambda y: np.exp((p + 1) * y) / np.expm1(np.exp(y))
    return quad(f, np.log(a), np.log(a + 60), epsabs=0, epsrel=1e-10,
                limit=300)[0]


def log_factor(a):
    return -np.log(-np.expm1(-a))


def rate_leading(n, T):
    return PREF / n ** 3 * T ** (2 / 3) * planck_integral(-1 / 3, 0.5 / n**2 / T)


def rate_corrected(n, T):
    wn = 0.5 / n ** 2
    a = wn / T
    extra = (2 * KAPPA + ETA) * T * log_factor(a)
    extra -= 2 * ETA * wn * planck_integral(-1, a)
    return rate_leading(n, T) + PREF / n ** 3 * extra


def rate_power(n, T):
    return 3 * 2 ** (1 / 3) * PREF * T * n ** (-7 / 3)


def rate_threshold_log(n, T):
    return 2 ** (1 / 3) * PREF * T * n ** (-7 / 3) * log_factor(0.5 / n**2 / T)


# ---------- exact quantum side ----------
N_TOP = 100
STEP = 0.008                                  # uniform grid in x = sqrt(r)
R_TOP = 2 * N_TOP ** 2 + 15 * N_TOP ** (4 / 3)
X = STEP * np.arange(1, int(np.sqrt(R_TOP) / STEP) + 1)
R = X ** 2
node, weight = np.polynomial.legendre.leggauss(48)
node, weight = (node + 1) / 2, weight / 2
E_TOP = 0.03
E = E_TOP * node ** 4
DE = 4 * E_TOP * node ** 3 * weight


def continuum(l):
    """Energy-normalized regular Coulomb functions u(r), all energies E."""
    k = np.sqrt(2 * E)
    norm = 2 / np.sqrt(-np.expm1(-2 * np.pi / k))
    for j in range(1, l + 1):
        norm = norm * np.sqrt(1 + (j * k) ** 2) / (j * (2 * j + 1))
    start = int(np.searchsorted(X, 1.0))
    r = R[:start, None]
    older, old = np.zeros_like(E), norm
    series = old * r ** (l + 1)
    for m in range(1, 31):                    # power series for r < 1
        new = (-2 * old - 2 * E * older) / (m * (m + 2 * l + 1))
        series = series + new * r ** (l + 1 + m)
        older, old = old, new
    # u = sqrt(x) f(x) turns the radial equation into f'' = g f
    x = X[:, None]
    hg = STEP**2 * ((4 * l * (l + 1) + 0.75) / x**2 - 8 - 8 * E * x**2)
    scale = 1 - hg / 12
    factor = 2 + hg / scale
    y = np.empty_like(hg)
    y[:start] = series / np.sqrt(x[:start]) * scale[:start]
    for i in range(start, len(X)):            # Numerov
        y[i] = factor[i - 1] * y[i - 1] - y[i - 2]
    return y / scale * np.sqrt(x)


CONT = [continuum(l) for l in range(4)]


def bound(n, l):
    rho = 2 * R / n
    lognorm = 0.5 * (gammaln(n - l) - gammaln(n + l + 1)) - np.log(n)
    return (np.exp(lognorm - rho / 2) * rho ** (l + 1)
            * eval_genlaguerre(n - l - 1, 2 * l + 1, rho))


def dipole(n, l, lf):
    return (bound(n, l) * R * 2 * X * STEP) @ CONT[lf]


def sigma_exact(n, l):
    total = (l + 1) * dipole(n, l, l + 1) ** 2
    if l > 0:
        total = total + l * dipole(n, l, l - 1) ** 2
    w = E + 0.5 / n ** 2
    return 4 * np.pi ** 2 * w / (3 * C) * total / (2 * l + 1)


def thermal(sigma, n, T):
    w = E + 0.5 / n ** 2
    return np.sum(DE * sigma * w**2 / (np.pi**2 * C**2 * np.expm1(w / T)))


# Numerical machinery: norms, known 1s threshold value, energy quadrature
for n, l in [(1, 0), (22, 1), (100, 0), (100, 2)]:
    assert abs(np.sum(bound(n, l) ** 2 * 2 * X * STEP) - 1) < 1e-6
sigma_1s = 512 * np.pi ** 2 / (3 * np.exp(4) * C)
assert abs(sigma_exact(1, 0)[0] / sigma_1s - 1) < 1e-4
for n in (22, 100):
    w = E + 0.5 / n ** 2
    by_nodes = thermal(A / (C * n ** 3 * w ** (7 / 3)), n, T300)
    assert abs(by_nodes / rate_leading(n, T300) - 1) < 1e-5
assert abs(planck_integral(0, 0.3) / log_factor(0.3) - 1) < 1e-8

# Dipole amplitudes: the remainder must be of higher order than w^(1/3)
n = 100
w = E + 0.5 / n ** 2
low = w < 2e-3
R0 = np.sqrt(3 * A / (4 * np.pi ** 2 * n ** 3)) * w ** (-5 / 3)
worst = 0.0
for l in range(3):
    for lf in (l - 1, l + 1):
        if lf < 0:
            continue
        big = max(l, lf)
        pred = (1 + (lf - l) * KAPPA * big * w ** (1 / 3)
                + ETA * (w / 2 - 0.5 / n ** 2) * w ** (-2 / 3))
        err = np.abs(np.abs(dipole(n, l, lf)) / R0 - pred)[low]
        assert np.all(err < big ** 2 * w[low] ** (2 / 3))
        worst = max(worst, err.max())

# Exact rates; neglected cross-section terms grow like (l^2+l+1) w^(2/3)
levels = np.arange(12, 61)
sig = {(n, 0): sigma_exact(int(n), 0) for n in levels}
sig[(100, 0)] = sigma_exact(100, 0)
for l in (1, 2):
    for n in range(12, 36):
        sig[(n, l)] = sigma_exact(n, l)
    for n in (50, 100):
        sig[(n, l)] = sigma_exact(n, l)


def rate_exact(n, l, T):
    return thermal(sig[(n, l)], n, T)


for l, tol in ((0, 0.05), (1, 0.08), (2, 0.14)):
    for n in (20, 25, 30, 50, 100):
        assert abs(rate_corrected(n, T300) / rate_exact(n, l, T300) - 1) < tol

# Position of the maximum over n
condition = lambda a: (1.5 * planck_integral(-1 / 3, a)
                       - a ** (2 / 3) / np.expm1(a))
a_star = brentq(condition, 0.2, 4)
n_lead = 1 / np.sqrt(2 * a_star * T300)


def top(rate, T, lo, hi):
    return minimize_scalar(lambda n: -rate(n, T) * 1e12, bounds=(lo, hi),
                           method="bounded", options={"xatol": 1e-5}).x


assert abs(top(rate_leading, T300, 10, 60) - n_lead) < 0.01
n_corr = top(rate_corrected, T300, 10, 60)
n_corr77 = top(rate_corrected, T77, 20, 90)
n_log = top(rate_threshold_log, T300, 10, 60)
w300 = np.array([rate_exact(n, 0, T300) for n in levels])
n_peak = int(levels[np.argmax(w300)])
n_peak77 = int(levels[np.argmax([rate_exact(n, 0, T77) for n in levels])])
peak_l = {l: max(range(12, 36), key=lambda n: rate_exact(n, l, T300))
          for l in (1, 2)}
assert abs(n_peak - n_corr) <= 1 and abs(n_peak77 - n_corr77) <= 1
assert all(abs(p - n_corr) <= 2 for p in peak_l.values())
wide = levels[w300 > 0.9 * w300.max()]

# Temperature exponents from exact rates


def t_exponent(n):
    up, down = rate_exact(n, 0, 1.02 * T300), rate_exact(n, 0, T300 / 1.02)
    return np.log(up / down) / (2 * np.log(1.02))


assert abs(t_exponent(n_peak) - 13 / 6) < 0.15
assert 1 < t_exponent(100) < t_exponent(50) < t_exponent(n_peak)

# Large n: growth of W n^(7/3), and the expansion with its additive logarithm
growth = lambda f: f(100) / f(50) * 2 ** (7 / 3)
g_exact = growth(lambda n: rate_exact(n, 0, T300))
g_corr = growth(lambda n: rate_corrected(n, T300))
g_log = growth(lambda n: rate_threshold_log(n, T300))
assert abs(g_corr / g_exact - 1) < 0.03 and g_log / g_exact > 1.12
n = 1e4
a = 0.5 / n ** 2 / T300
zeta_term = gamma(2 / 3) * float(zeta(2 / 3))
expansion = rate_power(n, T300) + PREF / n ** 3 * (
    zeta_term * T300 ** (2 / 3)
    + (2 * KAPPA + ETA) * T300 * np.log(1 / a) - 2 * ETA * T300)
assert abs(expansion / rate_corrected(n, T300) - 1) < 1e-5
far = [rate_leading(m, T300) / rate_power(m, T300) for m in (1e3, 1e5, 1e7)]
assert far[0] < far[1] < far[2] < 1 and 1 - far[2] < 1e-3
n_90 = brentq(lambda m: rate_corrected(m, T300) / rate_power(m, T300) - 0.9,
              100, 3000)

# ---------- output ----------
wn = 0.5 / n_peak ** 2
print(f"k_B T at 300 K: {T300 * EV:.5f} eV = {T300:.4e} a.u.")
print(f"constant A: {A:.4f}")
print(f"kappa: {KAPPA:.4f}   eta: {ETA:.4f}")
print(f"2 kappa + eta: {2 * KAPPA + ETA:.4f}")
print(f"Gamma(2/3) zeta(2/3): {zeta_term:.4f}")
print(f"largest amplitude-ratio error, n=100, l<=2, w<0.002 a.u.: {worst:.4f}")
print(f"a at maximum, leading formula: {a_star:.4f}")
print(f"n at maximum, 300 K, leading formula: {n_lead:.2f}")
print(f"n at maximum, 300 K, corrected formula: {n_corr:.2f}")
print(f"n at maximum, 300 K, threshold-log form: {n_log:.2f}")
print(f"n at maximum, 300 K, exact l=0: {n_peak}")
print(f"n at maximum, 300 K, exact l=1, l=2: {peak_l[1]}, {peak_l[2]}")
print(f"n range with exact l=0 rate above 90% of top: {wide[0]} to {wide[-1]}")
print(f"n at maximum, 77 K, corrected formula: {n_corr77:.2f}")
print(f"n at maximum, 77 K, exact l=0: {n_peak77}")
print(f"binding energy at exact l=0 peak: {wn * EV:.5f} eV")
print(f"threshold cross-section there, exact l=0: "
      f"{sig[(n_peak, 0)][0] * ANG ** 2:.4f} angstrom^2")
print(f"radius (9/2)^(1/3) w^(-2/3) at threshold there: "
      f"{4.5 ** (1 / 3) * wn ** (-2 / 3) * ANG:.1f} angstrom")
print(f"outer turning radius 2n^2 there: {2 * n_peak ** 2 * ANG:.1f} angstrom")
peak_rate = rate_exact(n_peak, 0, T300)
print(f"peak rate, exact l=0: {peak_rate * PER_SEC:.1f} 1/s"
      f" = {peak_rate * EV:.3e} eV (hbar W)")
print("rates at 300 K in 1/s:")
print("  n   exact l=0    l=1      l=2   leading corrected  thr-log   power")
for n in (n_peak, 50, 100):
    vals = [rate_exact(n, l, T300) for l in range(3)]
    vals += [f(n, T300) for f in (rate_leading, rate_corrected,
                                  rate_threshold_log, rate_power)]
    print(f"{n:4d} " + " ".join(f"{v * PER_SEC:9.1f}" for v in vals))
print(f"T exponent, exact l=0, at peak n: {t_exponent(n_peak):.3f}")
print(f"T exponent, leading formula at its maximum (13/6): {13 / 6:.3f}")
print(f"T exponent, exact l=0, n=100: {t_exponent(100):.3f}")
print(f"growth of W n^(7/3), n=50 to 100, exact l=0: {g_exact:.3f}")
print(f"same growth, corrected formula: {g_corr:.3f}")
print(f"same growth, threshold-log form: {g_log:.3f}")
print(f"n where corrected rate is 90% of power law, 300 K: {n_90:.0f}")
print("leading rate / power law at n=1e3, 1e5, 1e7: "
      + ", ".join(f"{v:.5f}" for v in far))
print("all tests passed")
```

Printed output:

```
k_B T at 300 K: 0.02585 eV = 9.5004e-04 a.u.
constant A: 2.2213
kappa: 1.0887   eta: 0.4355
2 kappa + eta: 2.6130
Gamma(2/3) zeta(2/3): -3.3143
largest amplitude-ratio error, n=100, l<=2, w<0.002 a.u.: 0.0381
a at maximum, leading formula: 0.9916
n at maximum, 300 K, leading formula: 23.04
n at maximum, 300 K, corrected formula: 22.60
n at maximum, 300 K, threshold-log form: 24.42
n at maximum, 300 K, exact l=0: 23
n at maximum, 300 K, exact l=1, l=2: 22, 22
n range with exact l=0 rate above 90% of top: 19 to 29
n at maximum, 77 K, corrected formula: 44.88
n at maximum, 77 K, exact l=0: 45
binding energy at exact l=0 peak: 0.02572 eV
threshold cross-section there, exact l=0: 5.0130 angstrom^2
radius (9/2)^(1/3) w^(-2/3) at threshold there: 90.7 angstrom
outer turning radius 2n^2 there: 559.9 angstrom
peak rate, exact l=0: 1401.7 1/s = 9.226e-13 eV (hbar W)
rates at 300 K in 1/s:
  n   exact l=0    l=1      l=2   leading corrected  thr-log   power
  23    1401.7    1427.0    1468.4    1117.3    1387.0    1328.1    8630.4
  50     663.6     670.3     682.1     556.4     659.0     780.8    1409.7
 100     192.5     193.7     196.0     167.6     191.6     277.0     279.7
T exponent, exact l=0, at peak n: 2.203
T exponent, leading formula at its maximum (13/6): 2.167
T exponent, exact l=0, n=100: 1.228
growth of W n^(7/3), n=50 to 100, exact l=0: 1.462
same growth, corrected formula: 1.465
same growth, threshold-log form: 1.788
n where corrected rate is 90% of power law, 300 K: 378
leading rate / power law at n=1e3, 1e5, 1e7: 0.91094, 0.99586, 0.99981
all tests passed
```
